**Field-accelerated hopping of a charged oxygen vacancy**

For an ion of charge $q$, hop length $a$ and a midpoint barrier in a rigid landscape, a field $F$ multiplies the forward hopping rate by $S=\exp[qFa/(2k_BT)]$, where $k_BT$ is the thermal energy. For $q=2e$, $a=0.3$ nm, $F=3$ MV/cm and 300 K, the program prints $S=32.5$. It computes the one-way thermal flux over the barrier by quadrature and asserts that, for a very stiff landscape, the forward and backward factors agree with $S$ and $1/S$ within 0.5%. It also asserts the factors for off-centre barrier tops within 1% and the low-field slope of the logarithm of the rate within 0.1%. For a smooth 0.7 eV cosine barrier, the numerical flux and the corrected formula are required to agree within 1%, and both give a speed-up of 29.63. A quantum correction for the well and the barrier top raises the zero-field rate by about 5% but changes the speed-up by less than 0.02%. The remaining output sizes the effects of temperature, charge state, hop direction, a neighbouring vacancy and an interface layer.

## Numerical verification

```python
# Result under test: a field F multiplies the forward hopping rate of an ion
# of charge q by S = exp(q F a / (2 kB T)), for hop length a and a midpoint top.
# The landscape is assumed rigid; a smooth cosine barrier shows the correction.
# Units: energy eV, length nm, force eV/nm, field MV/cm (1 MV/cm = 0.1 V/nm).
# Independent road: one-way classical flux over the top, by quadrature.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import minimize_scalar
from scipy.special import expit

kB = const.k / const.e
charge, field, hop, temp = 2, 3.0, 0.3, 300.0
barrier = 0.7                         # rough typical value
mass = 15.999 * const.atomic_mass     # moving oxygen
kT = kB * temp
force = charge * field * 0.1
lowering = force * hop / 2
speedup = np.exp(lowering / kT)


def energy(x, height, tilt, top):
    """Periodic landscape, well at 0 and top at top*hop, plus field energy."""
    u = x / hop
    skew = (0.5 - top) / (1 - np.cos(2 * np.pi * top))
    phase = u + skew * (1 - np.cos(2 * np.pi * u))
    return height * np.sin(np.pi * phase) ** 2 - tilt * x


def turning_points(height, tilt, top=0.5):
    def find(sign, low, high):
        return minimize_scalar(
            lambda x: sign * energy(x, height, tilt, top),
            bounds=(low * hop, high * hop), method="bounded",
            options={"xatol": 1e-11}).x
    return find(1, -0.25, 0.25), find(-1, 0.25, 0.75), find(-1, -0.75, -0.25)


def log_rate(height, tilt, top=0.5, forward=True):
    """Log of one-way thermal flux out of one well, rate in 1/s."""
    well, right, left = turning_points(height, tilt, top)
    x = np.linspace(left, right, 200001)
    base = energy(well, height, tilt, top)
    weight = np.exp(-(energy(x, height, tilt, top) - base) / kT)
    exit_point = right if forward else left
    climb = energy(exit_point, height, tilt, top) - base
    speed = np.sqrt(const.k * temp / (2 * np.pi * mass)) * 1e9
    return np.log(speed) - climb / kT - np.log(trapezoid(weight, x))


# Rigid limit: a very stiff landscape must reproduce the simple factor.
stiff = 70.0
stiff_zero = log_rate(stiff, 0.0)
stiff_forward = np.exp(log_rate(stiff, force) - stiff_zero)
stiff_backward = np.exp(log_rate(stiff, force, forward=False) - stiff_zero)
assert abs(stiff_forward / speedup - 1) < 0.005
assert abs(stiff_backward * speedup - 1) < 0.005
assert abs(speedup - 33) < 1

# Off-centre tops: the field energy gained before the top sets the factor.
off_centre = {}
for top in (0.4, 0.6):
    off_centre[top] = np.exp(top * force * hop / kT)
    numeric = np.exp(log_rate(stiff, force, top) - log_rate(stiff, 0.0, top))
    assert abs(numeric / off_centre[top] - 1) < 0.01

# At low field the midpoint slope holds even for the smooth real barrier.
step = 1e-3
slope = (log_rate(barrier, step) - log_rate(barrier, -step)) / (2 * step)
assert abs(slope / (hop / (2 * kT)) - 1) < 1e-3

# Smooth barrier: closed form against numerical turning points and flux.
g = force * hop / (np.pi * barrier)
smooth_barrier = barrier * (np.sqrt(1 - g**2) + g * np.arcsin(g)) - lowering
well, right, left = turning_points(barrier, force)
found_barrier = (energy(right, barrier, force, 0.5)
                 - energy(well, barrier, force, 0.5))
assert abs(found_barrier - smooth_barrier) < 1e-8
leading = barrier - lowering + barrier * g**2 / 2
assert abs(leading - smooth_barrier) < 1e-4
smooth_formula = (1 - g**2) ** 0.25 * np.exp((barrier - smooth_barrier) / kT)
smooth_factor = np.exp(log_rate(barrier, force) - log_rate(barrier, 0.0))
assert abs(smooth_factor / smooth_formula - 1) < 0.01
assert smooth_factor < speedup

# Harmonic attempt frequency and rate; anharmonicity is about one percent.
omega = 2 * np.pi / (hop * 1e-9) * np.sqrt(barrier * const.e / (2 * mass))
frequency = omega / (2 * np.pi)
rate_zero = frequency * np.exp(-barrier / kT)
assert abs(np.exp(log_rate(barrier, 0.0)) / rate_zero - 1) < 0.02
rate_field = rate_zero * speedup
rate_smooth = rate_zero * smooth_factor
pulse = 1e-6
pulses_per_hop = 1 / (rate_smooth * pulse)


# Quantum correction: level sum in the well, transmission at a parabolic top.
def quantum_factor(ratio):
    return np.sinh(ratio / 2) / np.sin(ratio / 2)


quantum_ratio = const.hbar * omega / (const.k * temp)
levels = np.exp(-quantum_ratio * (np.arange(200) + 0.5)).sum()
transmission = quad(
    lambda y: np.exp(-y) * expit(2 * np.pi * y / quantum_ratio),
    -15, 50, points=[0], limit=300)[0]
quantum_zero = quantum_factor(quantum_ratio)
assert abs(transmission / (quantum_ratio * levels) / quantum_zero - 1) < 1e-5
quantum_field = quantum_factor(quantum_ratio * (1 - g**2) ** 0.25)
quantum_change = quantum_field / quantum_zero

# Other neglected effects, for rough typical device values.
hot = 358.15
hot_speedup = np.exp(lowering / (kB * hot))
hot_rate_zero = frequency * np.exp(-barrier / (kB * hot))
single_charge = np.exp(lowering / 2 / kT)
oblique = np.exp(lowering * np.cos(np.pi / 4) / kT)
permittivity, density = 30.0, 1e20
spacing = density ** (-1 / 3) * 1e7
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
repulsion = (charge**2 * coulomb / permittivity
             * (1 / spacing - 1 / (spacing + hop / 2)))
neighbour = np.exp(repulsion / kT)

# Interface layer in series with the film: fixed voltage, continuous D.
film_total, layer, polarization = 10.0, 0.5, 20.0
jump = polarization * 1e-2 / (const.epsilon_0 * permittivity) / 1e8
layer_field, film_field = np.linalg.solve(
    [[layer, film_total - layer], [1.0, -1.0]],
    [field * film_total, jump])
assert abs(film_field - (field - jump * layer / film_total)) < 1e-10
film_speedup = np.exp(lowering * film_field / field / kT)
breakdown = 5.0
assert layer_field > breakdown > field


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Vacancy charge", charge, "e")
show("Field", field, "MV/cm")
show("Hop length", hop, "nm")
show("Temperature", temp, "K")
show("Thermal energy kT", kT, "eV", 5)
show("Force qF", force, "eV/nm")
show("Energy released in full hop", 2 * lowering, "eV")
show("Barrier lowering", lowering, "eV")
show("Exponent", lowering / kT)
show("Forward speed-up S", speedup)
show("Forward/backward ratio S^2", speedup**2)
show("Stiff-limit test barrier", stiff, "eV")
show("Stiff-limit forward factor by quadrature", stiff_forward)
show("Stiff-limit backward factor by quadrature", stiff_backward)
show("Zero-field barrier (rough)", barrier, "eV")
show("Attempt frequency", frequency / 1e12, "THz")
show("Zero-field rate", rate_zero, "1/s", 3)
show("Rate in field, rigid model", rate_field, "1/s", 3)
show("Zero-field waiting time", 1e3 / rate_zero, "ms", 3)
show("Waiting time in field, rigid model", 1e3 / rate_field, "ms", 3)
show("Tilt parameter g", g)
show("Smooth barrier in field", smooth_barrier, "eV")
show("Smooth-barrier speed-up by quadrature", smooth_factor)
show("Smooth-barrier speed-up by formula", smooth_formula)
show("Rate in field, smooth barrier", rate_smooth, "1/s", 3)
show("Pulse length", pulse * 1e6, "us")
show("Pulses per forward hop, smooth barrier", pulses_per_hop, "", 2)
show("Quantum factor on zero-field rate", quantum_zero)
show("Quantum factor on speed-up", quantum_change, "", 5)
show("Hot operating temperature", hot, "K", 5)
show("Speed-up when hot", hot_speedup, "", 3)
show("Zero-field rate when hot", hot_rate_zero, "1/s", 3)
show("Rate in field when hot, rigid", hot_rate_zero * hot_speedup, "1/s", 3)
show("Speed-up for charge 1+", single_charge, "", 3)
show("Speed-up for hop at 45 degrees", oblique, "", 3)
show("Speed-up for top at 0.4 of hop", off_centre[0.4], "", 3)
show("Speed-up for top at 0.6 of hop", off_centre[0.6], "", 3)
show("Vacancy density (rough)", density, "cm^-3")
show("Mean vacancy spacing", spacing, "nm", 3)
show("Relative permittivity (rough)", permittivity)
show("Barrier lowering by one neighbour behind", repulsion, "eV", 2)
show("Extra rate factor from that neighbour", neighbour, "", 3)
show("Total oxide thickness", film_total, "nm")
show("Applied voltage", field * film_total * 0.1, "V")
show("Interface layer thickness", layer, "nm")
show("Polarization (rough)", polarization, "uC/cm2")
show("Field in ferroelectric, unscreened", film_field, "MV/cm", 3)
show("Speed-up in that ferroelectric field", film_speedup, "", 3)
show("Field in interface layer, unscreened", layer_field, "MV/cm", 3)
show("Breakdown field (rough)", breakdown, "MV/cm")
print("all assertions hold")
```

Printed output:

```
Vacancy charge: 2 e
Field: 3 MV/cm
Hop length: 0.3 nm
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Force qF: 0.6 eV/nm
Energy released in full hop: 0.18 eV
Barrier lowering: 0.09 eV
Exponent: 3.481
Forward speed-up S: 32.5
Forward/backward ratio S^2: 1056
Stiff-limit test barrier: 70 eV
Stiff-limit forward factor by quadrature: 32.47
Stiff-limit backward factor by quadrature: 0.03074
Zero-field barrier (rough): 0.7 eV
Attempt frequency: 4.843 THz
Zero-field rate: 8.43 1/s
Rate in field, rigid model: 274 1/s
Zero-field waiting time: 119 ms
Waiting time in field, rigid model: 3.65 ms
Tilt parameter g: 0.08185
Smooth barrier in field: 0.6123 eV
Smooth-barrier speed-up by quadrature: 29.63
Smooth-barrier speed-up by formula: 29.63
Rate in field, smooth barrier: 250 1/s
Pulse length: 1 us
Pulses per forward hop, smooth barrier: 4e+03
Quantum factor on zero-field rate: 1.051
Quantum factor on speed-up: 0.99983
Hot operating temperature: 358.15 K
Speed-up when hot: 18.5
Zero-field rate when hot: 684 1/s
Rate in field when hot, rigid: 1.26e+04 1/s
Speed-up for charge 1+: 5.7
Speed-up for hop at 45 degrees: 11.7
Speed-up for top at 0.4 of hop: 16.2
Speed-up for top at 0.6 of hop: 65.2
Vacancy density (rough): 1e+20 cm^-3
Mean vacancy spacing: 2.15 nm
Relative permittivity (rough): 30
Barrier lowering by one neighbour behind: 0.0058 eV
Extra rate factor from that neighbour: 1.25
Total oxide thickness: 10 nm
Applied voltage: 3 V
Interface layer thickness: 0.5 nm
Polarization (rough): 20 uC/cm2
Field in ferroelectric, unscreened: 2.62 MV/cm
Speed-up in that ferroelectric field: 21
Field in interface layer, unscreened: 10.2 MV/cm
Breakdown field (rough): 5 MV/cm
all assertions hold
```
